# Equivalent Electric Field of a Strain Gradient in a Dielectric Film: a program that tests the result

```python
# Result under test: a strain gradient g (1/m) acts on polarization P (C/m^2)
# like an electric field E_eq = f*g, with f the flexocoupling voltage (V).
# Energy density: a P^2/2 + b P^4/4 - f P du/dz - E P, with a = 1/chi.
# chi: susceptibility including eps0 (F/m); u: in-plane strain; z: film normal.
# D = eps0*E + P is uniform through the film. Surface energies are left out
# except where the symmetrized form of the coupling is examined.
import numpy as np
from scipy.constants import epsilon_0 as eps0, e as charge, pi
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar

# Given data
f = 10.0
g = 1.0e6
# Rough typical values, regime of a strontium titanate film at room temperature
thickness = 10e-9
eps_r = 300.0
b = 7.0e9              # quartic coefficient, J m^5/C^4
a_per_strain = 2.0e10  # change of a per unit in-plane strain, J m/C^2
temperature, curie_weiss = 300.0, 35.0
warming = 10.0
lattice = 0.39e-9
breakdown = 1.0e8

chi = (eps_r - 1.0) * eps0
a = 1.0 / chi
E_eq = f * g
mu = chi * f
P_linear = mu * g
E_open = -E_eq * chi / (chi + eps0)

# Symmetrized coupling energy per area, evaluated by quadrature
z = np.linspace(-thickness / 2, thickness / 2, 20001)


def coupling_energy(P, u):
    dP = np.gradient(P, z, edge_order=2)
    du = np.gradient(u, z, edge_order=2)
    return trapezoid(-0.5 * f * (P * du - u * dP), z)


# A localized bump in a curved strain profile must feel the local f*du/dz
curvature = 4.0e13
z0 = 2.0e-9
bump = np.exp(-0.5 * ((z - z0) / 0.3e-9) ** 2)
u_curved = g * z + curvature * z**2
field_bump = -coupling_energy(bump, u_curved) / trapezoid(bump, z)
field_local = f * (g + 2 * curvature * z0)
assert abs(field_bump / field_local - 1) < 1e-5

# Polarization uniform up to free surfaces: average field of the same energy
field_uniform = -coupling_energy(np.ones_like(z), g * z) / thickness
surface_part = field_uniform - E_eq
assert abs(field_uniform / E_eq - 0.5) < 1e-8

# Nonlinear film of many layers, each with its own strain, at uniform D
n_layers = 200
z_mid = ((np.arange(n_layers) + 0.5) / n_layers - 0.5) * thickness
a_layers = a + a_per_strain * g * z_mid


def layer_state(D):
    P = np.full(n_layers, D)
    for _ in range(40):
        residual = a_layers * P + b * P**3 - f * g - (D - P) / eps0
        slope = a_layers + 3 * b * P**2 + 1 / eps0
        P = P - residual / slope
    return P, (D - P) / eps0


# Applied mean field that returns the mean polarization to zero
D_null = brentq(lambda D: layer_state(D)[0].mean(), -0.01, 0.01, xtol=1e-15)
E_null = layer_state(D_null)[1].mean()
assert abs(E_null / E_eq + 1) < 1e-6

# Short circuit: the mean real field vanishes
D_short = brentq(lambda D: layer_state(D)[1].mean(), -0.2, 0.2, xtol=1e-14)
P_short, E_short = layer_state(D_short)
P_full = P_short.mean()
loss = 1 - P_full / P_linear
loss_first_order = b * chi * P_linear**2
assert abs(loss - loss_first_order) < 0.002

# Open circuit: minimize the energy at D = 0, with P = x*eps0*E_eq
unit_P = eps0 * E_eq


def open_energy(x):
    P = x * unit_P
    energy = 0.5 * a * P**2 + 0.25 * b * P**4 - f * g * P + P**2 / (2 * eps0)
    return energy / (unit_P * E_eq)


best = minimize_scalar(open_energy, bounds=(-3, 3), method="bounded",
                       options={"xatol": 1e-10})
E_open_min = -best.x * unit_P / eps0
assert abs(E_open_min / E_open - 1) < 1e-6

# Sizes of neglected effects and an atomic estimate of f
strain_difference = g * thickness
a_variation = a_per_strain * strain_difference / 2 / a
warming_loss = 1 - (temperature - curie_weiss) / (
    temperature + warming - curie_weiss)
f_atomic = charge / (4 * pi * eps0 * lattice)

print("INPUTS")
print(f"flexocoupling voltage f = {f:.1f} V")
print(f"strain gradient g = {g:.1e} 1/m")
print(f"film thickness (chosen) = {thickness*1e9:.1f} nm")
print(f"relative permittivity (rough) = {eps_r:.0f}")
print(f"quartic coefficient b (rough) = {b:.1e} J m^5/C^4")
print(f"change of a per unit strain (rough) = {a_per_strain:.1e} J m/C^2")
print(f"temperature = {temperature:.0f} K")
print(f"Curie-Weiss temperature (rough) = {curie_weiss:.0f} K")
print(f"lattice spacing (rough) = {lattice*1e9:.2f} nm")
print(f"breakdown field (rough) = {breakdown/1e6:.0f} MV/m")
print("MAIN RESULT")
print(f"equivalent field f*g = {E_eq/1e6:.3f} MV/m")
print(f"the same in engineering unit = {E_eq/1e8:.3f} MV/cm")
print(f"applied field that nulls P, layered film = {E_null/1e6:.4f} MV/m")
print("RESPONSE OF THE FILM")
print(f"susceptibility chi = {chi:.4e} F/m")
print(f"coefficient a = 1/chi = {a:.4e} J m/C^2")
print(f"flexoelectric coefficient mu = {mu*1e9:.2f} nC/m")
print(f"short-circuit P, linear = {P_linear*100:.3f} uC/cm2")
print(f"short-circuit P, layered nonlinear = {P_full*100:.3f} uC/cm2")
print(f"open-circuit real field, formula = {E_open/1e6:.3f} MV/m")
print(f"open-circuit real field, minimized = {E_open_min/1e6:.3f} MV/m")
print(f"open-circuit voltage magnitude = {abs(E_open)*thickness:.4f} V")
print("SURFACE CAUTION (symmetrized coupling)")
print(f"local field at z = {z0*1e9:.1f} nm, from energy = "
      f"{field_bump/1e6:.3f} MV/m")
print(f"local field there, f*du/dz = {field_local/1e6:.3f} MV/m")
print(f"mean field on uniform P = {field_uniform/1e6:.3f} MV/m")
print(f"surface part of that mean = {surface_part/1e6:.3f} MV/m")
print("SIZES OF NEGLECTED EFFECTS")
print(f"strain difference across film = {strain_difference*100:.2f} %")
print(f"variation of a at film faces = +/- {a_variation*100:.1f} %")
print(f"largest internal real field, short circuit = "
      f"{np.abs(E_short).max()/1e6:.2f} MV/m")
print(f"loss of P, layered nonlinear film = {loss*100:.2f} %")
print(f"loss of P, first-order b*chi*P^2 = {loss_first_order*100:.2f} %")
print(f"loss of chi on warming by {warming:.0f} K = {warming_loss*100:.1f} %")
print(f"open-circuit field / breakdown field = "
      f"{abs(E_open)/breakdown:.3f}")
print(f"atomic estimate of f, e/(4 pi eps0 d) = {f_atomic:.2f} V")
print("verified")
```

Output:

```
INPUTS
flexocoupling voltage f = 10.0 V
strain gradient g = 1.0e+06 1/m
film thickness (chosen) = 10.0 nm
relative permittivity (rough) = 300
quartic coefficient b (rough) = 7.0e+09 J m^5/C^4
change of a per unit strain (rough) = 2.0e+10 J m/C^2
temperature = 300 K
Curie-Weiss temperature (rough) = 35 K
lattice spacing (rough) = 0.39 nm
breakdown field (rough) = 100 MV/m
MAIN RESULT
equivalent field f*g = 10.000 MV/m
the same in engineering unit = 0.100 MV/cm
applied field that nulls P, layered film = -10.0000 MV/m
RESPONSE OF THE FILM
susceptibility chi = 2.6474e-09 F/m
coefficient a = 1/chi = 3.7773e+08 J m/C^2
flexoelectric coefficient mu = 26.47 nC/m
short-circuit P, linear = 2.647 uC/cm2
short-circuit P, layered nonlinear = 2.614 uC/cm2
open-circuit real field, formula = -9.967 MV/m
open-circuit real field, minimized = -9.967 MV/m
open-circuit voltage magnitude = 0.0997 V
SURFACE CAUTION (symmetrized coupling)
local field at z = 2.0 nm, from energy = 11.600 MV/m
local field there, f*du/dz = 11.600 MV/m
mean field on uniform P = 5.000 MV/m
surface part of that mean = -5.000 MV/m
SIZES OF NEGLECTED EFFECTS
strain difference across film = 1.00 %
variation of a at film faces = +/- 26.5 %
largest internal real field, short circuit = 2.59 MV/m
loss of P, layered nonlinear film = 1.24 %
loss of P, first-order b*chi*P^2 = 1.30 %
loss of chi on warming by 10 K = 3.6 %
open-circuit field / breakdown field = 0.100
atomic estimate of f, e/(4 pi eps0 d) = 3.69 V
verified
```
